In-Plane Conductivity of Thick Films: The Three-Eighths Law and Its Remainder

**1. Definitions and conventions**

A film occupies 0 < z < d and carries heat along x, parallel to its surfaces. The symbols are:

- Λ, the free path of the heat carriers in the bulk material, set by internal scattering alone
- κ = d/Λ, the thickness in free paths
- p, the specular fraction: the share of arriving carriers that a surface reflects like a mirror
- 1 − p, the diffuse fraction
- μ = |cos θ|, where θ is the angle between a carrier's velocity and the film normal
- E = exp(−κ/μ), the probability that a carrier crosses the film at this angle without internal scattering
- k_bulk and k, the bulk and in-plane film conductivities

The film conductivity is defined by the heat flux averaged over the thickness, k = −⟨q⟩/T′, with T′ = dT/dx. The quantity of interest is the fractional reduction

δ = 1 − k/k_bulk.

The result, for 0 ≤ p < 1, is

δ = (3/8)(1 − p)Λ/d − R, (1)

0 < R ≤ 3(1 − p)² e^(−κ) / [κ³(1 − p e^(−κ))]. (2)

The first term of (1) is the thick-film law. Its correction R is exponentially small in κ, so no term in 1/κ² or any higher inverse power follows the first one.

The model assumes carriers of one speed v and one free path, with an isotropic distribution of directions. Internal scattering relaxes them towards equilibrium at the local temperature in a time τ = Λ/v. The fraction p is the same at all angles and, until Section 6, at both surfaces. The film is wide and long compared with Λ, the temperature gradient is small, and interference between carrier waves is neglected.

**2. The transport equation**

Let f be the occupation of the carrier states and f₀(T) its equilibrium form. Write

f = f₀(T(x)) + g,

where g is of first order in T′. In the steady state the Boltzmann equation reads

v_x ∂f/∂x + v_z ∂f/∂z = −g/τ.

In the first term, ∂f/∂x can be replaced by (∂f₀/∂T)T′, because ∂g/∂x is of second order in the gradient. In the second term f₀ drops out, because T does not depend on z; this is justified below. Multiplying by τ gives

τv_z ∂g/∂z + g = g_bulk, g_bulk = −τv_x(∂f₀/∂T)T′.

Here g_bulk is the solution far from any surface. It does not depend on z, so we may divide by it and use h = g/g_bulk. Upward carriers have v_z = +μv and downward carriers have v_z = −μv. With vτ = Λ,

μΛ dh_up/dz + h_up = 1, (3)

−μΛ dh_down/dz + h_down = 1. (4)

A value h = 1 means that the carriers of that direction contribute their full bulk share to the heat flux. A value h = 0 means that they contribute nothing.

The temperature is uniform across the film for the following reason. The function g_bulk is odd in v_x, while h depends on μ and z alone, so g is odd in v_x as well. Its sum over directions vanishes. It therefore adds no energy density, and the equilibrium to which the carriers relax is unchanged at every z.

Equations (3) and (4) also hold for electrons if the driving term is v_x times a function of energy, which covers both a temperature gradient and an electric field along x. With one free path and one p, all the coefficients that link these two drives to the charge and heat currents are then multiplied by the same factor k/k_bulk. The heat conductivity at zero charge current is a coefficient minus a product of two coefficients divided by a third, so it acquires that factor too.

**3. Boundary conditions and solution**

A surface returns the fraction p of the arriving distribution unchanged, apart from the reversal of v_z. The rest leaves in equilibrium at the wall temperature T_w:

f_out = p f_in + (1 − p) f₀(T_w).

The walls absorb no net energy. The energy brought by g_in vanishes on summing over directions, again because g_in is odd in v_x, so the energy balance requires T_w = T(x). Inserting f_in = f₀ + g_in then gives f_out = f₀ + p g_in. Specular reflection preserves v_x and the energy, hence also g_bulk, and so

h_up(0) = p h_down(0), h_down(d) = p h_up(d). (5)

The general solutions of (3) and (4) are the constant 1 plus a decaying exponential:

h_up = 1 − A exp[−z/(μΛ)],

h_down = 1 − B exp[−(d − z)/(μΛ)].

Conditions (5) become

1 − A = p(1 − BE),

1 − B = p(1 − AE).

Subtracting the second from the first gives B − A = pE(A − B), or (A − B)(1 + pE) = 0. The second factor is positive, so A = B. The first condition is then 1 − p = A(1 − pE), and

A = (1 − p)/(1 − pE). (6)

For p = 1 this gives A = 0: mirror surfaces leave the in-plane conductivity at its bulk value, however thin the film is within this model.

**4. Local flux and thickness average**

Each direction contributes to the heat flux in proportion to v_x g. Since g_bulk is itself proportional to v_x, the weight of h is v_x² = v²(1 − μ²)cos²φ, where φ is the azimuth about the normal. The average of cos²φ is the same factor 1/2 in film and bulk, and it cancels in their ratio. In the bulk h = 1, and both streams together give 2∫₀¹(1 − μ²)dμ = 4/3. Therefore

q(z)/q_bulk = (3/4) ∫₀¹ (1 − μ²)(h_up + h_down) dμ.

The constant parts of h_up and h_down add up to 2 and contribute (3/4)·2·(2/3) = 1. The exponentials give the deficit:

q(z)/q_bulk = 1 − (3/4)(1 − p) ∫₀¹ (1 − μ²) {exp[−z/(μΛ)] + exp[−(d − z)/(μΛ)]}/(1 − pE) dμ. (7)

At the surface z = 0 of a thick film, the first exponential is 1, while the second exponential and E are negligible. The flux ratio there is

1 − (3/4)(1 − p)(2/3) = (1 + p)/2.

This has a direct reading. The arriving half of the carriers brings its full bulk contribution, and the departing half keeps the fraction p of it.

To average (7) over z, use

(1/d) ∫₀ᵈ exp[−z/(μΛ)] dz = (μΛ/d)(1 − E) = (μ/κ)(1 − E).

The other exponential has the same average, as the substitution z → d − z shows. The two together double the prefactor 3/4 to 3/2, and the factor μ turns 1 − μ² into μ − μ³:

δ = [3(1 − p)/(2κ)] ∫₀¹ (μ − μ³)(1 − E)/(1 − pE) dμ. (8)

This is the full Fuchs-Sondheimer formula for the model.

Equations (3) to (5) were also solved by finite differences in z, with repeated reflection at the walls. That solution assumes neither the exponential form nor A = B. For four films with κ from 0.5 to 8, the largest difference in δ from (8) was 2.8×10⁻⁸. The difference is this small partly because the scheme obeys the thickness-integrated form of (3) and (4) exactly, so the average tests the wall conditions more than the profile. The profile (7) was compared separately, at three depths of one film, and agreed within 10⁻⁴.

**5. The thick-film law and the size of its error**

For large κ, E is small at every angle and the fraction in (8) tends to 1. The remaining integral is 1/2 − 1/4 = 1/4, so

δ ≈ [3(1 − p)/(2κ)]·(1/4) = (3/8)(1 − p)/κ.

To find what has been dropped, use the identity

(1 − E)/(1 − pE) = 1 − (1 − p)E/(1 − pE).

It holds because the numerator over the common denominator is 1 − pE − E + pE = 1 − E. The term 1 gives the law, and the second term gives the remainder in (1):

R = [3(1 − p)²/(2κ)] ∫₀¹ (μ − μ³)E/(1 − pE) dμ. (9)

The integrand is positive for 0 < μ < 1, so R > 0. The law therefore overstates the reduction and understates the conductivity.

For the upper bound, substitute t = 1/μ. Then dμ = −dt/t², the limits become 1 and ∞, and E = e^(−κt):

R = [3(1 − p)²/(2κ)] ∫₁^∞ (t⁻³ − t⁻⁵) e^(−κt)/(1 − p e^(−κt)) dt.

Two inequalities hold for t ≥ 1. First,

t⁻³ − t⁻⁵ = (t − 1)(t + 1)/t⁵ ≤ 2(t − 1),

because t + 1 ≤ 2t ≤ 2t⁵. Second, 1 − p e^(−κt) ≥ 1 − p e^(−κ). What is left is the elementary integral

∫₁^∞ 2(t − 1)e^(−κt) dt = 2e^(−κ)/κ².

Multiplying by 3(1 − p)²/(2κ) and dividing by 1 − p e^(−κ) gives (2).

The same integral gives the asymptotic form. With s = t − 1, small s dominates at large κ, and

t⁻³ − t⁻⁵ = 2s(1 + s/2)(1 + s)⁻⁵ = 2s[1 − (9/2)s + …].

The term 2s integrates to 2/κ², and the term −9s² integrates to −18/κ³. Their ratio is −9/κ. The denominator 1 − pE differs from 1 by an exponentially small amount, so

R = [3(1 − p)² e^(−κ)/κ³]·[1 − 9/κ + O(1/κ²)]. (10)

High-precision subtraction of (8) from the law, at p = 0.2, gives 0.7647 for the second bracket at κ = 30 and 0.8682 at κ = 60. The two terms shown give 0.70 and 0.85. The gap falls from 0.065 to 0.018, a factor of about 3.6. A 1/κ² term alone would give four, and terms of higher order still matter at these values of κ. The two terms of (10) converge slowly. They cancel at κ = 9, and at p = 0.2 they still fall below (9) by about 35% at κ = 15, 19% at κ = 20 and 8% at κ = 30. Unless κ is several tens, R is better computed from (9) or bounded by (2).

Dividing (2) by the law gives a simple acceptance test for a code:

R/[(3/8)(1 − p)/κ] ≤ 8(1 − p)e^(−κ)/[κ²(1 − p e^(−κ))]. (11)

This bounds the error relative to the reduction predicted by the law. The error relative to the conductivity is smaller when the reduction itself is small.

**6. Surface layers, unequal surfaces and fins**

The factor 3/8 is the sum of two equal surface contributions. Near the surface z = 0 of a thick film, (7) gives the missing flux

1 − q(z)/q_bulk = (3/4)(1 − p) ∫₀¹ (1 − μ²) exp[−z/(μΛ)] dμ.

Integrating over z from 0 to ∞ replaces the exponential by μΛ, and the angular integral is again 1/4:

ℓ = (3/16)(1 − p)Λ. (12)

Each surface thus removes as much heat flow as a layer of thickness ℓ that conducts nothing. This is an equivalent thickness, since the flux in the real layer is reduced but not zero. Two surfaces give δ ≈ 2ℓ/d, which is the thick-film law.

If the surfaces have specular fractions p₁ and p₂, the conditions of Section 3 become

A = 1 − p₁ + p₁BE,

B = 1 − p₂ + p₂AE.

For a thick film the terms in E drop out, leaving A = 1 − p₁ and B = 1 − p₂. Each surface then acts as if the other were absent, and

δ ≈ (3/16)(2 − p₁ − p₂)Λ/d. (13)

For p₁ = 0.1, p₂ = 0.7 and κ = 8, this gives (3/16)(1.2)/8 = 0.028125. The finite-difference solution agrees to all the digits printed.

A fin of rectangular cross-section, with height d and width w both much larger than Λ, can be treated in the same way when heat flows along its length. Away from the corners, each side wall has the layer found above. If all four walls share one p, adding the layers gives

δ ≈ (3/8)(1 − p)Λ(1/d + 1/w). (14)

The layers overlap at the corners, in an area of order Λ² out of dw. The correction to (14) is therefore of order Λ²/(dw), a power of the free path instead of an exponential. Equation (14) is a leading-order estimate. It fails when d or w is near or below Λ: for d = w = Λ/2 and p = 0.2 it gives δ = 1.2, more than the whole conductivity.

**7. The thin-film limit**

The law gives a negative conductivity when κ < (3/8)(1 − p). The full formula does not. Since (3/2)∫₀¹(1 − μ²)dμ = 1, equation (8) can be rewritten as

k/k_bulk = (3/2) ∫₀¹ (1 − μ²) G dμ,

G = 1 − (1 − p)(1 − E)/[y(1 − pE)], y = κ/μ.

Because (1 − p)/(1 − pE) ≤ 1 and 1 − E ≤ y, G lies between 0 and 1. For small y, expand E = 1 − y + y²/2 to obtain

(1 − E)/y ≈ 1 − y/2,

(1 − p)/(1 − pE) ≈ 1 − py/(1 − p).

The product of these two factors gives

G ≈ y[1/2 + p/(1 − p)] = (κ/μ)(1 + p)/[2(1 − p)].

The second expansion needs py ≪ 1 − p, so this form applies for μ well above κ/(1 − p). Values of μ of order κ/(1 − p) or less contribute at most an amount of that order, because G ≤ 1. Integrating 1/μ from about κ/(1 − p) to 1 produces the logarithm ln[(1 − p)/κ]. For fixed p and κ → 0 it differs from ln(1/κ) only by a constant, and the leading term is

k/k_bulk ≈ (3/4)[(1 + p)/(1 − p)] κ ln(1/κ). (15)

The logarithm comes from carriers that travel nearly parallel to the film and have long flights between walls. Terms of order κ without the logarithm are omitted, so (15) is a guide to the trend only when κ ≪ 1 − p, and it converges slowly. For p = 0.9 it gives 3.3 at κ = 0.1, above the bulk value, and 0.66 at κ = 0.01, where (8) gives 0.29. At finite κ a code should evaluate (8).

**8. Several free paths**

Real carriers have a range of free paths. Let group i have free path Λ_i and carry the share w_i of the bulk conductivity, with Σw_i = 1. The deviation g of each group is odd in v_x, so no group disturbs the local temperature seen by the others. In the relaxation-time model their heat fluxes add:

δ = Σ w_i δ(d/Λ_i).

If every group that matters is in the thick regime and p is common to all, then

δ ≈ (3/8)(1 − p)Λ_mean/d, Λ_mean = Σ w_iΛ_i. (16)

The correct mean is weighted by conductivity, not by the number of carriers. Since R is positive for each group, (16) overstates the reduction for any such mixture. A large d/Λ_mean does not guarantee accuracy, because a small group with a very long path can dominate the mean while being far from the thick regime. For a broad spectrum the mean may not exist at all. If Λ ∝ ω⁻² and each frequency interval carries an equal share of the conductivity, a simple model of low-frequency phonons, Σw_iΛ_i diverges at low frequency. The groups with Λ > d then hold a share proportional to d^(−1/2) and lose a finite part of it, so δ falls as d^(−1/2) instead of 1/d, and (16) does not apply.

**9. Worked example**

Take the round model parameters k_bulk = 100 W/(m K), Λ = 100 nm, p = 0.2 and d = 500 nm, with no particular material in mind. Then κ = 500/100 = 5, and the law gives

δ = 0.375 × 0.8/5 = 0.0600,

k = 100 × (1 − 0.0600) = 94.00 W/(m K).

The full formula (8) gives δ = 0.05997 and k = 94.00 W/(m K). The remainder is R = 3.3×10⁻⁵, below the bound of 1.04×10⁻⁴ from (2). In the language of (12), each surface costs ℓ = (3/16) × 0.8 × 100 = 15 nm, and 2 × 15/500 = 0.06.

The local flux is 0.600 of the bulk value at the surface, as (1 + p)/2 requires. It is 0.962 one free path deep and 0.993 at mid-plane. The deficit thus falls from 0.400 to 0.038 over one free path, which is faster than e^(−z/Λ). Oblique carriers cause this: their contribution decays as exp[−z/(μΛ)] with μ < 1.

A separate check follows random flights in equilibrium. In linear response, the conductivity is proportional to the average of v_x at one moment times the later displacement along x. A specular reflection preserves v_x, whereas internal scattering or a diffuse reflection leaves no average memory of it. The flights cut short by diffuse reflection give δ = 0.06025 with a standard error of 0.00021, about 1.3 standard errors from the full formula.

Changing the thickness shows where the law fails. Conductivities are in W/(m K):

d = 1000 nm: law 97.00, full formula 97.00
d = 200 nm: law 85.00, full formula 85.43
d = 100 nm: law 70.0, full formula 73.9
d = 50 nm: law 40.0, full formula 59.1
d = 25 nm: law −20.0, full formula 43.5

At 200 nm the conductivity is wrong by 0.5%, but the reduction, 15.00% instead of 14.57%, is wrong by about 3% of itself. An error of 1% of the reduction is reached at κ = 2.76 for p = 0.2 and at κ = 2.92 for p = 0. Below 30 nm, where κ < 0.3, the law is negative and has no physical meaning.

Two mixtures with Λ_mean = 100 nm test the use of a mean path at d = 500 nm. For both, the mean-path law predicts δ = 0.0600.

The narrow mixture has 60% of the conductivity at 50 nm and 40% at 175 nm. The sum over groups gives δ = 0.0596, so the law is high by 0.6% of the reduction. Even the longer path has κ = 500/175 = 2.86, just inside the 1% limit.

The second mixture has 95% at 20 nm and 5% at 1620 nm. The sum over groups gives δ = 0.0373, and the law is high by about 61% of that value. The short-path group is thick, with κ = 25, and contributes 0.95 × 0.3 × 20/500 = 0.0114. The long-path group supplies the other 0.0259, which is 0.0259/0.05 = 0.52 of its own bulk share. The law would assign it a reduction of 0.3 × 1620/500 = 0.97. The failure comes from this group, whose free path exceeds the thickness more than threefold.

**10. Use and limits**

Use the law when (11) is below the accepted error for every group that contributes noticeably to Σw_iΛ_i, however small its share of the conductivity, and otherwise integrate (8) group by group. As μ → 0, E underflows harmlessly to zero and the integrand tends to μ − μ³. For κ ≪ 1 the integrand changes on the scale μ ~ κ, and k/k_bulk = 1 − δ is a difference of nearly equal numbers. There, integrate the form with G from Section 7 on a grid that resolves small μ, such as one uniform in ln μ. If R itself is needed at large κ, evaluate (9) directly, since subtracting two nearly equal reductions loses digits.

The coefficient 3/8 depends on the assumptions of Section 1. If p depends on angle, the thick limit still follows from (8), with 1 − p(μ) kept inside the integral:

δ ≈ [3/(2κ)] ∫₀¹ (μ − μ³)[1 − p(μ)] dμ.

The weight μ − μ³ vanishes at grazing and at normal incidence, so the value of p at intermediate angles matters most. An anisotropic carrier spectrum changes the weight itself. Internal collisions that conserve the total momentum of the carriers do not relax them to a resting equilibrium, so equation (3) no longer describes them. Heat flow across the film is a different problem: its deviation g is not odd in v_x, the temperature profile must be found together with g, and the present formulas do not apply.

The values of the worked example and the comparisons with the numerical solutions are listed in the numerical output below.

Computed results

```
bulk conductivity: 100.0 W/(m K)
free path: 100.0 nm
thickness: 500.0 nm
specular fraction p: 0.20
thickness / free path: 5.00
reduction, thick-film law: 0.060000
reduction, full formula: 0.059967
remainder R: 3.305e-05
upper bound on R: 1.036e-04
conductivity, law: 94.0000 W/(m K)
conductivity, full: 94.0033 W/(m K)
random-flight reduction: 0.06025
random-flight standard error: 0.00021
largest transport-formula difference: 2.8e-08
local flux / bulk flux, surface: 0.5998
local flux / bulk flux, one free path deep: 0.9621
local flux / bulk flux, mid-plane: 0.9928
thickness (nm) | k law | k full (W/(m K))
     25 |  -20.0000 |   43.4998
     50 |   40.0000 |   59.0620
    100 |   70.0000 |   73.9451
    200 |   85.0000 |   85.4288
    500 |   94.0000 |   94.0033
   1000 |   97.0000 |   97.0000
1% error of reduction, p=0.0: thickness / free path = 2.923
1% error of reduction, p=0.2: thickness / free path = 2.761
unequal surfaces p=0.1 and 0.7, thickness / free path = 8:
  reduction, law: 0.028125
  reduction, transport: 0.028125
R / leading exponential, kappa=30: 0.7647
R / leading exponential, kappa=60: 0.8682
mixture narrow: 0.60 at 50 nm, 0.40 at 175 nm
  mean path: 100.0 nm
  reduction, mean-path law: 0.06000
  reduction, sum over groups: 0.05963
mixture long tail: 0.95 at 20 nm, 0.05 at 1620 nm
  mean path: 100.0 nm
  reduction, mean-path law: 0.06000
  reduction, sum over groups: 0.03734
```
